# The level-set equation and its invariance under smooth increasing relabelling: test program

```python
"""
Result under test: a surface {phi = 0} moves with normal speed F exactly when
phi_t + F |grad phi| = 0, and psi = g(phi), g(0) = 0, g' > 0, obeys the same
equation and carries the same surface.
Symbols: x lateral, z vertical (nm); phi < 0 in the solid, phi > 0 in the gas;
n = grad phi / |grad phi| points into the gas; F = -(R_iso + R_dir n_z) (etching).
Initial surface z = A cos(k x). Labels: phi = z - A cos(k x) and
psi = phi + b sin(k phi). Each label is written as sign*z + w with w periodic
in x and z, so that w can be evolved by Fourier collocation.
"""
import numpy as np
from scipy.optimize import brentq

wavelength, A = 200.0, 20.0        # nm
R_iso, R_dir = 0.5, 1.5            # nm/s
T = 40.0                           # s
k = 2 * np.pi / wavelength
beta = 0.5                         # b*k, below 1 so that g' > 0 everywhere
b = beta / k
N = 96
grid = np.arange(N) * wavelength / N
X, Z = np.meshgrid(grid, grid, indexing="ij")
K = 2 * np.pi * np.fft.fftfreq(N, d=wavelength / N)
K_der = K.copy()
K_der[N // 2] = 0.0                # Nyquist mode has no real first derivative


def relabel(s):
    return s + b * np.sin(k * s)


def gradient(w):
    c = np.fft.fft2(w)
    return (np.fft.ifft2(1j * K_der[:, None] * c).real,
            np.fft.ifft2(1j * K_der[None, :] * c).real)


def evaluate(field, x, z):
    """Fourier interpolation of a periodic field at arbitrary points."""
    c = np.fft.fft2(field) / N**2
    ex = np.exp(1j * np.outer(x, K))
    ez = np.exp(1j * np.outer(z, K))
    return np.sum((ex @ c) * ez, axis=1).real


def evolve(w, sign, law, duration, dt=0.2):
    """Classical Runge-Kutta for label_t = law(label, label_x, label_z)."""
    def rate(v):
        vx, vz = gradient(v)
        return law(sign * Z + v, vx, sign + vz)
    for _ in range(int(round(duration / dt))):
        r1 = rate(w)
        r2 = rate(w + dt / 2 * r1)
        r3 = rate(w + dt / 2 * r2)
        r4 = rate(w + dt * r3)
        w = w + dt / 6 * (r1 + 2 * r2 + 2 * r3 + r4)
    return w


def height(w, sign, x):
    """Height of the zero level above lateral position x."""
    def label(z):
        return sign * z + evaluate(w, np.array([x]), np.array([z]))[0]
    return brentq(label, -190.0, 190.0, xtol=1e-11)


def etch(label, px, pz):
    return R_iso * np.hypot(px, pz) + R_dir * pz


def etch_other_extension(label, px, pz):
    return etch(label, px, pz) * (1 + 0.1 * np.sin(k * label))


def etch_reversed_label(label, px, pz):
    return -R_iso * np.hypot(px, pz) + R_dir * pz


def etch_reversed_wrong_sign(label, px, pz):
    return R_iso * np.hypot(px, pz) - R_dir * pz


def faulty_speed(label, px, pz):
    # uses the raw z-derivative where the unit normal component belongs
    return (R_iso + R_dir * pz) * np.hypot(px, pz)


# Surface markers: moved along normals taken from the marker curve itself
M = 400
u = np.arange(M) * wavelength / M
du = wavelength / M


def along(f):
    return (8 * (np.roll(f, -1) - np.roll(f, 1))
            - (np.roll(f, -2) - np.roll(f, 2))) / (12 * du)


def marker_velocity(y):
    tx, tz = 1 + along(y[0]), along(y[1])
    length = np.hypot(tx, tz)
    nx, nz = -tz / length, tx / length
    F = -(R_iso + R_dir * nz)
    return np.array([F * nx, F * nz])


y = np.array([np.zeros(M), A * np.cos(k * u)])
steps = 400
h_t = T / steps
for _ in range(steps):
    v1 = marker_velocity(y)
    v2 = marker_velocity(y + h_t / 2 * v1)
    v3 = marker_velocity(y + h_t / 2 * v2)
    v4 = marker_velocity(y + h_t * v3)
    y = y + h_t / 6 * (v1 + 2 * v2 + 2 * v3 + v4)
mx, mz = (u + y[0])[::4], y[1][::4]


def marker_distance(w, sign):
    """Largest distance of the markers from the zero level, first order."""
    wx, wz = gradient(w)
    value = sign * mz + evaluate(w, mx, mz)
    slope = np.hypot(evaluate(wx, mx, mz), sign + evaluate(wz, mx, mz))
    return np.max(np.abs(value) / slope)


# Evolve both labels independently
phi_start = Z - A * np.cos(k * X)
w_phi0 = phi_start - Z
w_psi0 = relabel(phi_start) - Z
w_phi = evolve(w_phi0, 1, etch, T)
w_psi = evolve(w_psi0, 1, etch, T)
d_phi, d_psi = marker_distance(w_phi, 1), marker_distance(w_psi, 1)
assert d_phi < 1e-3 and d_psi < 1e-3
label_error = np.max(np.abs(Z + w_psi - relabel(Z + w_phi)))
assert label_error < 1e-4

# Characteristic solution, compared with the zero levels
def characteristic_point(x0):
    slope = -A * k * np.sin(k * x0)
    root = np.hypot(1.0, slope)
    return (x0 + R_iso * T * slope / root,
            A * np.cos(k * x0) - R_iso * T / root - R_dir * T)


places = [("crest, x = 0", 0.0), ("flank, x = lambda/4", wavelength / 4),
          ("trough, x = lambda/2", wavelength / 2)]
heights = []
for name, xp in places:
    x0 = brentq(lambda s: characteristic_point(s)[0] - xp, xp - 40, xp + 40)
    row = (characteristic_point(x0)[1], height(w_phi, 1, xp),
           height(w_psi, 1, xp))
    assert max(row) - min(row) < 1e-4
    heights.append((name, row))

# Curvature of the crest from the divergence of the normal
def crest_radius(w):
    wx, wz = gradient(w)
    size = np.hypot(wx, 1 + wz)
    curvature = gradient(wx / size)[0] + gradient((1 + wz) / size)[1]
    zc = height(w, 1, 0.0)
    return 1 / evaluate(curvature, np.array([0.0]), np.array([zc]))[0]


radius0 = 1 / (A * k**2)
radius_formula = radius0 - R_iso * T
radius_phi, radius_psi = crest_radius(w_phi), crest_radius(w_psi)
assert abs(radius_phi - radius_formula) < 1e-2
assert abs(radius_psi - radius_formula) < 1e-2

# Another extension of F: same surface, different neighbouring levels
w_ext = evolve(w_phi0, 1, etch_other_extension, T)
d_ext = marker_distance(w_ext, 1)
off_surface = np.max(np.abs(w_ext - w_phi))
assert d_ext < 1e-3 and off_surface > 1.0

# Decreasing label: the sign of the speed term must be reversed
w_rev0 = -relabel(phi_start) + Z
w_rev = evolve(w_rev0, -1, etch_reversed_label, T)
w_bad = evolve(w_rev0, -1, etch_reversed_wrong_sign, T)
d_rev = marker_distance(w_rev, -1)
crest_bad = height(w_bad, -1, 0.0)
assert d_rev < 1e-3 and crest_bad > A

# A speed that depends on the gradient size breaks the invariance
T_fault = 5.0
fault_phi = height(evolve(w_phi0, 1, faulty_speed, T_fault), 1, 0.0)
fault_psi = height(evolve(w_psi0, 1, faulty_speed, T_fault), 1, 0.0)
good_phi = height(evolve(w_phi0, 1, etch, T_fault), 1, 0.0)
good_psi = height(evolve(w_psi0, 1, etch, T_fault), 1, 0.0)
assert abs(fault_phi - fault_psi) > 1.0
assert abs(good_phi - good_psi) < 1e-4

# Instantaneous values on the flank at t = 0, from the two label fields
flank = (np.array([wavelength / 4]), np.array([0.0]))
start = []
for w in (w_phi0, w_psi0):
    wx, wz = gradient(w)
    px, pz = evaluate(wx, *flank)[0], 1 + evaluate(wz, *flank)[0]
    size = np.hypot(px, pz)
    rate = etch(0.0, px, pz)
    start.append((rate, size, pz / size, -rate / size))
assert abs(start[0][3] - start[1][3]) < 1e-8
assert abs(start[1][1] / start[0][1] - (1 + beta)) < 1e-8

print(f"wavelength = {wavelength:.0f} nm, amplitude A = {A:.0f} nm")
print(f"k = {k:.6f} 1/nm, A*k = {A*k:.4f}")
print(f"R_iso = {R_iso:.1f} nm/s, R_dir = {R_dir:.1f} nm/s, time = {T:.0f} s")
print(f"relabelling: b = {b:.3f} nm, b*k = {beta:.1f}, g'(0) = {1+beta:.1f}")
print("Flank x = lambda/4, z = 0, t = 0:")
for name, (rate, size, nz, F) in zip(("phi", "psi"), start):
    print(f" {name}: time derivative = {rate:.4f} nm/s, |grad| = {size:.4f}")
    print(f" {name}: n_z = {nz:.4f}, normal speed F = {F:.4f} nm/s")
print(f"Surface heights at t = {T:.0f} s (nm):")
for name, row in heights:
    print(f" {name}: characteristics {row[0]:.4f},"
          f" phi {row[1]:.4f}, psi {row[2]:.4f}")
print(f"largest marker distance, phi: {d_phi:.1e} nm")
print(f"largest marker distance, psi: {d_psi:.1e} nm")
print(f"largest |psi - g(phi)| on the grid at the end: {label_error:.1e} nm")
print(f"crest radius at t = 0: {radius0:.3f} nm")
print(f"crest radius at the end, formula: {radius_formula:.3f} nm")
print(f"crest radius at the end, phi: {radius_phi:.3f} nm")
print(f"crest radius at the end, psi: {radius_psi:.3f} nm")
print(f"time at which the crest radius vanishes: {radius0/R_iso:.1f} s")
print(f"other extension, marker distance: {d_ext:.1e} nm")
print(f"other extension, largest change of phi: {off_surface:.2f} nm")
print(f"decreasing label, right sign, marker distance: {d_rev:.1e} nm")
print(f"decreasing label, wrong sign, crest height: {crest_bad:.2f} nm")
print(f"Crest height after {T_fault:.0f} s (nm):")
print(f" correct speed: phi {good_phi:.3f}, psi {good_psi:.3f}")
print(f" faulty speed:  phi {fault_phi:.3f}, psi {fault_psi:.3f}")
print("all assertions hold")
```

Output:

```
wavelength = 200 nm, amplitude A = 20 nm
k = 0.031416 1/nm, A*k = 0.6283
R_iso = 0.5 nm/s, R_dir = 1.5 nm/s, time = 40 s
relabelling: b = 15.915 nm, b*k = 0.5, g'(0) = 1.5
Flank x = lambda/4, z = 0, t = 0:
 phi: time derivative = 2.0905 nm/s, |grad| = 1.1810
 phi: n_z = 0.8467, normal speed F = -1.7701 nm/s
 psi: time derivative = 3.1358 nm/s, |grad| = 1.7715
 psi: n_z = 0.8467, normal speed F = -1.7701 nm/s
Surface heights at t = 40 s (nm):
 crest, x = 0: characteristics -60.0000, phi -60.0000, psi -60.0000
 flank, x = lambda/4: characteristics -83.5033, phi -83.5033, psi -83.5033
 trough, x = lambda/2: characteristics -100.0000, phi -100.0000, psi -100.0000
largest marker distance, phi: 4.5e-06 nm
largest marker distance, psi: 4.5e-06 nm
largest |psi - g(phi)| on the grid at the end: 1.1e-08 nm
crest radius at t = 0: 50.661 nm
crest radius at the end, formula: 30.661 nm
crest radius at the end, phi: 30.661 nm
crest radius at the end, psi: 30.661 nm
time at which the crest radius vanishes: 101.3 s
other extension, marker distance: 4.5e-06 nm
other extension, largest change of phi: 8.36 nm
decreasing label, right sign, marker distance: 4.5e-06 nm
decreasing label, wrong sign, crest height: 100.00 nm
Crest height after 5 s (nm):
 correct speed: phi 10.000, psi 10.000
 faulty speed:  phi 10.000, psi 6.325
all assertions hold
```
